# Choosing the total rate in ensemble Monte Carlo with self-scattering

## A carrier with one constant scattering rate

Let a carrier scatter at a constant real rate $\lambda$. Its time to the next scattering has density $\lambda e^{-\lambda t}$. Now draw flight times from a faster clock of rate $\Gamma>\lambda$. At each tick, accept a real scattering with probability $\lambda/\Gamma$; otherwise do nothing and let the carrier fly on. The idle tick is called self-scattering.

The density for $n$ idle ticks followed by a real one at time $t$ is the probability of $n$ earlier ticks, $(\Gamma t)^ne^{-\Gamma t}/n!$, times the rejection factors, the tick rate and the acceptance:

$$
\sum_{n=0}^{\infty}\frac{(\Gamma t)^n}{n!}e^{-\Gamma t}\left(1-\frac{\lambda}{\Gamma}\right)^n\Gamma\,\frac{\lambda}{\Gamma}
=\lambda e^{-\Gamma t}e^{(\Gamma-\lambda)t}=\lambda e^{-\lambda t}.
$$

The clock rate has vanished. A transport program that offers $\Gamma$ as a setting relies on the same cancellation when $\lambda$ changes during flight.

## Why the result survives a varying rate

In a uniform field the wavevector obeys $\hbar\dot{\mathbf k}=e\mathbf F$, where $\mathbf F$ is oriented so that the force and the mean velocity point along $+x$. Process $j$ has rate $W_j(\mathbf k)$, and $\lambda=\sum_jW_j$. Along one flight write $\lambda(t)=\lambda(\mathbf k(t))$. Direct sampling would require solving $\int_0^t\lambda\,ds=-\ln r$ for every flight, with $r$ uniform on $(0,1)$. The fictitious clock replaces this by $t=-\ln r/\Gamma$.

Let $P_n(t)$ be the probability of no real event and $n$ self-scatterings by time $t$. Then $P_0=e^{-\Gamma t}$. If the last self-scattering was at $s$, its density is the tick rate times the rejection probability, $\Gamma[1-\lambda(s)/\Gamma]=\Gamma-\lambda(s)$, and no tick follows until $t$:

$$
P_n(t)=\int_0^tP_{n-1}(s)\,[\Gamma-\lambda(s)]\,e^{-\Gamma(t-s)}ds .
$$

Define $M(t)=\int_0^t[\Gamma-\lambda(s)]ds$, so that $M'=\Gamma-\lambda$. Suppose $P_{n-1}=e^{-\Gamma t}M^{n-1}/(n-1)!$, which holds for $n=1$. Then

$$
P_n=e^{-\Gamma t}\int_0^t\frac{M^{n-1}M'}{(n-1)!}ds=e^{-\Gamma t}\frac{M^n}{n!},
\qquad
\sum_nP_n=e^{-\Gamma t+M}=e^{-\int_0^t\lambda ds}.
$$

This is the true survival probability. Process $j$ ends the flight with density $\Gamma(W_j/\Gamma)e^{-\int\lambda ds}=W_je^{-\int\lambda ds}$, so the choice of process is also correct. The argument needs $1-\lambda/\Gamma$ to be a probability, hence

$$
\Gamma\ge\lambda(\mathbf k)\quad\text{on every reachable trajectory.}
$$

The same cancellation appears in the equation for the distribution $f(\mathbf k,t)$. Let $\mathcal Wf$ be the rate at which real scattering brings carriers into $\mathbf k$. Ticks remove $\Gamma f$; real events return $\mathcal Wf$ and self-scattering returns $(\Gamma-\lambda)f$. Therefore

$$
\frac{\partial f}{\partial t}+\frac{e\mathbf F}{\hbar}\cdot\nabla_{\mathbf k}f
=-\Gamma f+\mathcal Wf+(\Gamma-\lambda)f=\mathcal Wf-\lambda f .
$$

No steady state was assumed, so transients are invariant too. What is invariant is the probability law. Two finite runs with different $\Gamma$ agree within statistical error, not digit by digit.

## Finding the bound for a two-dimensional channel

Take one parabolic, isotropic valley type with mass $m$ and energy $\varepsilon$, non-degenerate carriers, and phonons at fixed temperature $T$. The density of states per area, spin and valley is $g=m/(2\pi\hbar^2)$, independent of energy. With area $A$, sheet mass density $\rho$ and an isotropic optical coupling $D_0$, the squared matrix element for absorption is $D_0^2\hbar N/(2\rho\omega A)$, where $N$ is the phonon occupation. The golden rule gives

$$
W_{abs}=\frac{2\pi}{\hbar}\,\frac{D_0^2\hbar N}{2\rho\omega A}\,A\,\frac{m}{2\pi\hbar^2}
=\frac{mD_0^2N}{2\hbar^2\rho\omega}.
$$

Emission replaces $N$ by $N+1$ and requires $\varepsilon\ge\hbar\omega$.

For acoustic phonons, $\omega_q=v_sq$. Absorption and emission together have squared matrix element $D_{ac}^2q^2\hbar(2N_q+1)/(2\rho\omega_qA)$. For $\hbar\omega_q\ll k_BT$, $2N_q+1\simeq2k_BT/(\hbar\omega_q)$, and the element becomes $D_{ac}^2k_BT/(\rho v_s^2A)$. Neglecting the phonon energy,

$$
W_{ac}=\frac{2\pi}{\hbar}\,\frac{D_{ac}^2k_BT}{\rho v_s^2}\,\frac{m}{2\pi\hbar^2}
=\frac{mD_{ac}^2k_BT}{\hbar^3\rho v_s^2}.
$$

The example has $T=300$ K, $m=0.50\,m_0$, $\rho=3.1\times10^{-6}$ kg/m², $v_s=6700$ m/s, $D_{ac}=8$ eV, $D_0=10^9$ eV/cm and $\hbar\omega=48$ meV. The rates are 18.99 (acoustic), 4.30 (absorption) and 27.56 ps⁻¹ (emission). Below threshold the total is 23.29 ps⁻¹; above it,

$$
\lambda_{max}=18.99+4.30+27.56=50.85\ \text{ps}^{-1}.
$$

This is a global bound because neither the density of states nor the squared matrix elements used here depend on energy. In a non-parabolic band with $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$, differentiating gives $g\propto1+2\alpha\varepsilon$. The rates then grow with energy, and $\Gamma$ must cover the highest energy carriers reach, not the mean.

## What a larger setting costs

Ticks occur at rate $\Gamma$ and real events at mean rate $\langle\lambda\rangle$, so the self-scattering fraction is $1-\langle\lambda\rangle/\Gamma$. The number of flights grows in proportion to $\Gamma$. The statistical error of time-sampled averages does not shrink, because the law of the paths is unchanged.

Three runs at 50 kV/cm, each with 16000 carriers averaged from 1.5 to 3.5 ps, differ in $\Gamma$ and in their random numbers:

| $\Gamma/\lambda_{max}$ | velocity ($10^6$ cm/s) | energy (meV) | self fraction |
|---|---|---|---|
| 1 | 4.349 ± 0.015 | 45.98 ± 0.19 | 0.368 |
| 2 | 4.399 ± 0.014 | 46.37 ± 0.19 | 0.684 |
| 4 | 4.391 ± 0.015 | 46.39 ± 0.20 | 0.842 |

The uncertainties are one standard error, taken from the spread between independent carriers. The largest of the six pairwise differences, between the first two velocities, is 2.48 combined standard errors. For one Gaussian comparison chosen beforehand, a deviation that large has a probability of about 1.3%; for the largest of six it is at most about 8%. The runs are thus compatible with invariance, though the first velocity lies somewhat low.

A calculation without $\Gamma$ or random numbers gives a sharper comparison. Since all scattering here is isotropic, the energy just after a real event contains all that the next flight needs, apart from a uniformly distributed angle. Integrating flights with the true survival factor $S=e^{-\int\lambda ds}$ gives the transition probabilities between successive post-scattering energies. If $\pi_i$ is their stationary distribution, a time average is

$$
\langle a\rangle=\frac{\sum_i\pi_i\int_0^\infty\overline{S\,a}\,dt}{\sum_i\pi_i\int_0^\infty\overline{S}\,dt},
$$

with the bar an average over starting angle. This chain gives $4.387\times10^6$ cm/s and 46.21 meV; its energy grid ends at 0.9 eV, which lowers the mean energy by about 0.1 meV. The pooled Monte Carlo values are $(4.380\pm0.008)\times10^6$ cm/s and $46.25\pm0.11$ meV. The chain's mean rate, 32.17 ps⁻¹, predicts a self fraction of $1-32.17/101.70=0.684$ for the second run, as found.

The transient behaves likewise. At 0.10 ps the three velocities are 4.70, 4.84 and 4.76, each ±0.09, in units of $10^6$ cm/s. Their mean exceeds the steady value. The carriers start thermal, when only a fraction $e^{-\hbar\omega/k_BT}=0.156$ can emit, so their initial mean rate is $23.29+0.156\times27.56=27.6$ ps⁻¹, against 32.17 ps⁻¹ in the steady state. The higher early velocity is consistent with this weaker initial scattering.

## What happens when the setting is too small

Selection compares $\Gamma r$, with a new uniform $r$, against the cumulative sums of the $W_j$. If $\Gamma<\lambda$, the end of the table is cut off. With emission last, its rate becomes $\Gamma-W_{ac}-W_{abs}$. For $\Gamma=0.85\,\lambda_{max}$ this is

$$
43.22-23.29=19.93\ \text{ps}^{-1}\quad\text{instead of}\quad27.56\ \text{ps}^{-1}.
$$

The run returns $79.6\pm0.7$ meV instead of 46.25 meV. The deterministic chain with the same reduced emission gives 78.5 meV. That chain is cut off at 1.2 eV and misses part of a slowly falling high-energy tail, so the true steady value is a few meV higher, near 82 meV; the run, averaged from 2.5 to 4.5 ps, has not fully built up that tail either. A 15% deficit in $\Gamma$ has raised the energy by more than 70%, mainly because the missing events are those that cool the carriers. Their loss also lengthens the flights above threshold, so the field heats more strongly.

Power balance does not expose this error. In a steady state the field power per carrier equals the net phonon loss; with energies in eV,

$$
Fv=\frac{\hbar\omega}{e}\,(R_{em}-R_{abs}),
$$

where $R$ denotes mean event rates per carrier. The correct run with $\Gamma=2\lambda_{max}$ gives 0.2200 and 0.2195 eV/ps for the two sides. But the truncated model also conserves energy and obeys the same balance with its own rates. The useful diagnostic is a count of flight ends at which $\lambda(\mathbf k)>\Gamma$. If any occur, a larger $\Gamma$ is needed. Raising it midway does not restore the ticks already missed, so a transient must be run again, and a steady-state average must discard everything up to a new settling time.

## Which samples to average

Ticks arrive at the same rate $\Gamma$ in every state. The expected sum of a quantity $a$ over all flight ends, taken before scattering, is $\int\Gamma\langle a\rangle dt$, and dividing by the expected number $\int\Gamma dt$ gives the time average. Real events arrive at rate $\lambda$, so averaging over them alone gives $\langle\lambda a\rangle/\langle\lambda\rangle$. In the second run the mean energy is 46.37 meV over all flight ends but 61.51 meV over real events, since energetic carriers scatter more often. Sampling all carriers at common times avoids this weighting and also serves for transients.

## The weak-field limit

To compare the high-field velocity with an ohmic line, one must first say which weak-field mobility is meant. Write $f=f_0(\varepsilon)+f_1$, with $f_1$ odd in $v_x$. Isotropic scattering returns no odd part, so to first order $eFv_xf_0'=-\lambda f_1$, or $f_1=-eF\tau v_xf_0'$ with $\tau=1/\lambda$. The angular average of $v_x^2$ is $\varepsilon/m$. With a constant density of states,

$$
\mu=\frac{\langle v_x\rangle}{F}=\frac em\,\frac{\int\varepsilon\tau(-f_0')\,d\varepsilon}{\int f_0\,d\varepsilon}.
$$

For a thermal ensemble, $f_0=e^{-\varepsilon/k_BT}$ and

$$
\mu_{th}=\frac{e}{m(k_BT)^2}\int_0^\infty\varepsilon\tau e^{-\varepsilon/k_BT}d\varepsilon=114.5\ \text{cm}^2/\text{Vs}.
$$

The model's own steady state is slightly different. Its phonons change energy by 0 or $\pm\hbar\omega$ and so conserve $x=\varepsilon$ modulo $\hbar\omega$. However weak, the field alone redistributes carriers in $x$. To find the result, write $f_1=v_xX$ with $X=-eF\tau f_0'$. The angular average of the drift term is

$$
eF\,\overline{\frac{\partial(v_xX)}{\partial p_x}}
=eF\left(\frac Xm+\frac{\varepsilon}{m}X'\right)
=-\frac{e^2F^2}{m}\frac{d}{d\varepsilon}(\varepsilon\tau f_0').
$$

Sum over all $\varepsilon_n=x+n\hbar\omega$. The phonon terms cancel in pairs, so $\sum_n\varepsilon_n\tau_nf_0'(\varepsilon_n)=-C$, independent of $x$. At weak field, optical balance fixes $f_0(x+n\hbar\omega)=q^nh(x)$ with $q=N/(N+1)=e^{-\hbar\omega/k_BT}$. Let $\tau_<$ and $\tau_>$ be the times below and above threshold. Using $\sum_{n\ge1}q^n=q/(1-q)$ and $\sum_{n\ge1}nq^n=q/(1-q)^2$,

$$
-h'(b_0+b_1x)=C,\quad b_1=\tau_<+\frac{\tau_>q}{1-q},\quad b_0=\frac{\tau_>\hbar\omega q}{(1-q)^2}.
$$

Set $h(0)=1$ and integrate: $h=1-(C/b_1)\ln(1+b_1x/b_0)$. Continuity at threshold requires $h(\hbar\omega)=q$, so $C=b_1(1-q)/\ln(1+b_1\hbar\omega/b_0)$. In the mobility the numerator is $\int_0^{\hbar\omega}C\,dx=C\hbar\omega$ and the denominator is $\int_0^{\hbar\omega}h\,dx/(1-q)$:

$$
\mu_0=\frac em\,\frac{C\hbar\omega(1-q)}{\int_0^{\hbar\omega}h\,dx}=112.5\ \text{cm}^2/\text{Vs}.
$$

The chain, extrapolated linearly to zero field from 3 and 6 kV/cm, gives 112.8 for its steady state and 114.7 when flights start from equilibrium. The fraction of carriers between 40 and 48 meV also separates the cases: 0.0612 in the chain, 0.0615 from $h$, and 0.0566 in a thermal ensemble. Inelastic acoustic and carrier-carrier scattering, both omitted here, change energies by other amounts than $\hbar\omega$. They break the conservation of $x$ and so restore the thermal form when the field is weak enough. The ohmic line through $\mu_{th}$ gives $5.73\times10^6$ cm/s at 50 kV/cm; the simulated velocity is 23% lower.

## The strong-field limit

When nearly all carriers lie far above threshold, $\lambda=\lambda_{max}$. Isotropic scattering erases the mean velocity, so momentum balance is $eF=m\lambda_{max}v$ and the heating power is $eFv=e^2F^2/(m\lambda_{max})$. The optical loss saturates at $\hbar\omega(W_{em}-W_{abs})$, here $0.048\times23.25=1.116$ eV/ps. The two are equal at

$$
F_{run}=\frac1e\sqrt{\hbar\omega(W_{em}-W_{abs})m\lambda_{max}}=127\ \text{kV/cm}.
$$

Below this field a steady state exists, but its high-energy tail is long. Let $P=e^2F^2/(m\lambda_{max})$ be the heating power and $L$ the saturated loss. The phonon steps also spread the energy, with diffusion constant $D_\varepsilon=(\hbar\omega)^2(W_{em}+W_{abs})/2$. Well above threshold, zero net flux along the energy axis requires $(P\varepsilon+D_\varepsilon)f_0'+Lf_0=0$, so $f_0\propto(\varepsilon+D_\varepsilon/P)^{-L/P}$. At 50 kV/cm, $D_\varepsilon/P=0.21$ eV, more than four phonon energies. Only for $\varepsilon\gg D_\varepsilon/P$ does this reduce to

$$
f_0\propto\varepsilon^{-L/P}=\varepsilon^{-(F_{run}/F)^2}.
$$

The mean energy is finite only if this exponent exceeds 2 in magnitude, that is, for $F<F_{run}/\sqrt2\approx90$ kV/cm. Between 90 and 127 kV/cm the distribution can be normalized, but the mean energy of a simulated ensemble keeps creeping upward.

Above $F_{run}$ a hot ensemble keeps heating. At $2F_{run}$ heating is four times the saturated loss, so the predicted growth is $3\times1.116=3.35$ eV/ps; the simulation gives 3.41. Here $\Gamma=\lambda_{max}$ remains a valid setting, but the band model has lost its meaning. A correct $\Gamma$ does not certify the physics.

## How far the example represents a real channel

The parameters are rough values in the regime of n-type monolayer MoS₂. The deformation potentials are effective ones, larger than for a single phonon branch because they stand in for several. For polar modes this is a crude substitute: their scattering favours small angles and weakens at high energy, whereas the optical coupling here is isotropic and constant. The runaway field and the power-law tail are therefore properties of the model, not predictions for MoS₂. Room-temperature mobilities of real samples can be some tens of cm²/Vs, below the model's value of about 110, and charged impurities can be one reason. The following changes were computed one at a time at 50 kV/cm:

- Doubling the elastic rate, as extra defects might, lowers the velocity by 31%.
- Non-parabolicity of 0.5 eV⁻¹ lowers it by 11%.
- At $10^{12}$ cm⁻² the channel dissipates $3.5\times10^4$ W/cm². An assumed thermal resistance of $1.1\times10^{-7}$ m²K/W gives a rise of 39 K and an 11% lower velocity, before the reduced power is fed back.

Carriers spend 2.2% of their time above 0.2 eV, a rough and uncertain threshold for the higher Q valleys. At $10^{12}$ cm⁻² the mean occupation of the states below 10 meV, counting two spins and two valleys, is 0.047. In this non-degenerate model it scales with density and would approach one half at $10^{13}$ cm⁻², where Pauli blocking can no longer be ignored. Interband tunnelling is negligible at this uniform field, with an exponent near 1600 for a 2 eV gap. The collision broadening $\hbar\langle\lambda\rangle=21$ meV is close to $k_BT=26$ meV, so sharp energies between collisions are themselves a marginal approximation.

## Setting the rate in practice

1. Tabulate the total real rate up to an energy that carriers will not exceed, and set $\Gamma$ to its maximum. Include every process and the thresholds of higher valleys.
2. If that energy is uncertain, add a margin. Doubling $\Gamma$ doubles the number of flights; too small a value changes the material.
3. Count flight ends with $\lambda>\Gamma$, and repeat the run if there are any.
4. Repeat with a larger $\Gamma$ and new random numbers, holding all else fixed. Judge the difference against the combined standard error. Agreement supports the sampling, not the scattering model.

The complete values are in the numerical output below. One of them, the extrapolated fraction above the gap, should not be used: it assumes an exponential tail, whereas the tail of this model falls only as a power of energy and is larger by several orders of magnitude.

## Calculated quantities

```
Temperature: 300 K; mass: 0.50 m0
Sheet mass density: 3.10e-06 kg/m2
Sound velocity: 6700 m/s
Acoustic potential: 8.0 eV
Optical potential: 1.0e+09 eV/cm
Optical phonon: 48 meV; N = 0.1851
Field: 50 kV/cm = 0.050 MV/cm
Acoustic rate: 18.990 1/ps
Absorption rate: 4.304 1/ps
Emission rate above threshold: 27.556 1/ps
Maximum real rate: 50.849 1/ps
Golden sum/formula, acoustic: 1.0064
Self-scattering series, largest error: 9.6e-07
Weak fields for extrapolation: 3 and 6 kV/cm
Thermal mobility, integral: 114.5 cm2/Vs
  flights from equilibrium: 114.7 cm2/Vs
Model's own weak-field limit: 112.5 cm2/Vs
  steady chain, extrapolated: 112.8 cm2/Vs
Fraction 40-48 meV: chain 0.0612; own limit 0.0615; thermal 0.0566
Ohmic velocity at main field: 5.725 x1e6 cm/s
Carriers per run: 16000; steady window: 1.5 to 3.5 ps
Gamma/max 1: v = 4.349 +- 0.015 x1e6 cm/s
  energy = 45.98 +- 0.19 meV; self fraction = 0.3683
  v at 0.10 ps = 4.701 +- 0.089 x1e6 cm/s
Gamma/max 2: v = 4.399 +- 0.014 x1e6 cm/s
  energy = 46.37 +- 0.19 meV; self fraction = 0.6836
  v at 0.10 ps = 4.842 +- 0.089 x1e6 cm/s
Gamma/max 4: v = 4.391 +- 0.015 x1e6 cm/s
  energy = 46.39 +- 0.20 meV; self fraction = 0.8419
  v at 0.10 ps = 4.761 +- 0.088 x1e6 cm/s
Largest steady difference: 2.48 standard errors
Largest transient difference: 2.38 standard errors
Pooled v: 4.380 +- 0.008 x1e6 cm/s
Pooled energy: 46.25 +- 0.11 meV
Chain: v = 4.387 x1e6 cm/s; energy = 46.21 meV
Mean real rate, chain: 32.166 1/ps
All flight ends, Gamma/max 2: 46.37 meV
Real events only, Gamma/max 2: 61.51 meV
Field power, Gamma/max 2: 0.2200 eV/ps
Phonon loss, Gamma/max 2: 0.2195 eV/ps
Zero-field energy: 25.67 +- 0.11 meV; kT = 25.85 meV
Gamma/max 0.85: energy = 79.64 +- 0.74 meV
  truncated-emission chain: 78.48 meV
Runaway field: 127.0 kV/cm
Growth at twice runaway: 3.414 eV/ps; formula 3.348 eV/ps
Time fraction above 0.2 eV: 2.18 %
Non-parabolicity 0.5 1/eV: v change -10.7 %
Elastic rate doubled: v change -30.8 %
Sheet density: 1.0e+12 1/cm2; low-energy occupation: 0.047
Thermal resistance: 1.1e-07 m2K/W
Heating: 3.51e+04 W/cm2; rise 38.7 K
Heating: v change -10.7 %
Collision broadening: 21.2 meV
Largest acoustic quantum at mean energy: 6.9 meV
Gap: 2.0 eV; tunnelling exponent: 1609
Extrapolated fraction above gap: 1.2e-11
```
